# Wood's formula and slow sound in water with one percent air: test program

```python
"""
Wood's formula for bubbly water: c = 1/sqrt(rho*kappa), where the density rho
and the compressibility kappa are volume averages over gas and liquid.
phi: gas volume fraction; n: gas exponent (gamma adiabatic, 1 isothermal);
a: bubble radius; f: sound frequency. SI units inside, other units in print.
Tests: compression of fixed masses, Bloch waves in layers, heat conduction in
a bubble, nonlinear bubble oscillation, and models of the neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

# Inputs: rough typical values near room temperature
T = 293.15
P0 = const.atm
PHI = 0.01
RHO_L = 998.0
C_L = 1482.0
GAMMA = 1.40
MOLAR_MASS = 0.02896
D_HEAT = 2.1e-5          # thermal diffusivity of air, m^2/s
TENSION = 0.073          # surface tension of water, N/m
P_VAPOUR = 2.3e3         # vapour pressure of water, Pa
SOLUBILITY = 0.02        # dissolved gas volume per water volume
D_GAS = 2.0e-9           # diffusivity of dissolved air, m^2/s
F_SOUND = 100.0
F_BATH = 40e3
A_SMALL, A_LARGE = 1.0e-4, 2.0e-3
DEPTH = 0.5

RHO_G = P0 * MOLAR_MASS / (const.R * T)
K_L = 1 / (RHO_L * C_L**2)
K_AD = 1 / (GAMMA * P0)
K_ISO = 1 / P0
C_AIR = np.sqrt(GAMMA * P0 / RHO_G)
OMEGA = 2 * np.pi * F_SOUND


def wood(phi, k_gas, rho_gas=RHO_G):
    rho = phi * rho_gas + (1 - phi) * RHO_L
    kappa = phi * k_gas + (1 - phi) * K_L
    return 1 / np.sqrt(rho * kappa)


def speed_by_compression(phi, n, k_liq=K_L, rho_gas=RHO_G, p=P0):
    """sqrt(dp/drho) from fixed masses that fill unit volume at P0."""
    mass = phi * rho_gas + (1 - phi) * RHO_L

    def density(q):
        gas = phi * (q / P0)**(-1 / n)
        liquid = (1 - phi) * np.exp(-k_liq * (q - P0))
        return mass / (gas + liquid)
    h = 10.0
    return np.sqrt(2 * h / (density(p + h) - density(p - h)))


c_ad, c_iso = wood(PHI, K_AD), wood(PHI, K_ISO)
for phi_test in (0.001, PHI, 0.2, 0.7):
    for n, k_gas in ((GAMMA, K_AD), (1.0, K_ISO)):
        direct = speed_by_compression(phi_test, n)
        assert abs(direct / wood(phi_test, k_gas) - 1) < 1e-6


# Long waves through alternating layers of water and air
def layer(thickness, rho, c):
    arg, z = OMEGA * thickness / c, rho * c
    return np.array([[np.cos(arg), 1j * z * np.sin(arg)],
                     [1j * np.sin(arg) / z, np.cos(arg)]])


cell = 1e-3
matrix = layer(PHI * cell, RHO_G, C_AIR) @ layer((1 - PHI) * cell, RHO_L, C_L)
c_bloch = OMEGA * cell / np.arccos(np.trace(matrix).real / 2)
assert abs(c_bloch / c_ad - 1) < 1e-4

# Massless gas in incompressible water: the simple explanation
simple_ad = np.sqrt(GAMMA * P0 / (RHO_L * PHI * (1 - PHI)))
simple_iso = np.sqrt(P0 / (RHO_L * PHI * (1 - PHI)))
for n, simple, full in ((GAMMA, simple_ad, c_ad), (1.0, simple_iso, c_iso)):
    stripped = speed_by_compression(PHI, n, k_liq=0.0, rho_gas=0.0)
    assert abs(stripped / simple - 1) < 1e-6
    assert abs(simple / full - 1) < 0.01
assert max(c_ad, c_iso) < min(C_AIR, C_L)

# Threshold for being slower than air, and slowest mixture
phi_star = (RHO_G * K_AD - RHO_L * K_L) / ((RHO_L - RHO_G) * (K_AD - K_L))
phi_slow = 0.5 * (RHO_L / (RHO_L - RHO_G) - K_L / (K_AD - K_L))
root = brentq(lambda s: speed_by_compression(s, GAMMA) - C_AIR, 1e-4, 1e-2)
assert abs(root / phi_star - 1) < 1e-4
slowest = minimize_scalar(lambda s: speed_by_compression(s, GAMMA),
                          bounds=(0.05, 0.95), method="bounded")
assert abs(slowest.x - phi_slow) < 1e-3
assert C_AIR < speed_by_compression(phi_star / 2, GAMMA) < C_L


# Heat exchange between bubble and water
def heat_factor(a):
    x = np.sqrt(1j * OMEGA * a**2 / D_HEAT)
    return 3 * (x / np.tanh(x) - 1) / x**2


def heat_factor_numeric(a, intervals=4000):
    """Finite differences for s*theta on 0<s<1, wall at fixed temperature."""
    h = 1 / intervals
    s = np.arange(1, intervals) * h
    x2 = 1j * OMEGA * a**2 / D_HEAT
    bands = np.ones((3, s.size), dtype=complex) / h**2
    bands[1] = -2 / h**2 - x2
    w = solve_banded((1, 1), bands, -x2 * s)
    return 1 - 3 * h * np.sum(s * w)


def speed_with_heat(a):
    k_gas = (1 - (GAMMA - 1) / GAMMA * (1 - heat_factor(a))) / P0
    rho = PHI * RHO_G + (1 - PHI) * RHO_L
    kappa = PHI * k_gas + (1 - PHI) * K_L
    return 1 / np.sqrt(rho * kappa).real


for a in (A_SMALL, A_LARGE):
    assert abs(heat_factor(a) - heat_factor_numeric(a)) < 1e-4
    assert c_iso < speed_with_heat(a) < c_ad
c_small, c_large = speed_with_heat(A_SMALL), speed_with_heat(A_LARGE)


# Bubble resonance against the nonlinear equation of a spherical bubble
def resonance(a):
    return np.sqrt(3 * GAMMA * P0 / RHO_L) / (2 * np.pi * a)


def bubble(t, y):
    r, v = y
    return [v, (r**(-3 * GAMMA) - 1 - 1.5 * v**2) / r]


def turning(t, y):
    return y[1]


turning.direction = 1
turning.terminal = True
run = solve_ivp(bubble, (0, 10), [1.001, 0.0], events=turning,
                rtol=1e-10, atol=1e-13, max_step=0.05)
half_period = run.t_events[0][0] * A_SMALL * np.sqrt(RHO_L / P0)
assert abs(1 / (2 * half_period) / resonance(A_SMALL) - 1) < 1e-4


# Surface tension and vapour for isothermal bubbles
def k_gas_wet(tension, vapour, a=A_SMALL):
    return 1 / (P0 - vapour + 4 * tension / (3 * a))


def relative_radius(p):
    lap = 2 * TENSION / A_SMALL
    amount = P0 - P_VAPOUR + lap
    return brentq(lambda r: (p - P_VAPOUR + lap / r) * r**3 - amount,
                  0.9, 1.1, xtol=1e-14)


k_numeric = (relative_radius(P0 - 10)**3 - relative_radius(P0 + 10)**3) / 20
assert abs(k_numeric / k_gas_wet(TENSION, P_VAPOUR) - 1) < 1e-5
c_tension = wood(PHI, k_gas_wet(TENSION, 0.0))
c_vapour = wood(PHI, k_gas_wet(0.0, P_VAPOUR))

# Bubbles slipping freely through water without viscosity
inv_g, inv_l = 1 / RHO_G, 1 / RHO_L
diff = inv_g - inv_l
inv_eff = inv_l * (inv_g + 2 * inv_l + 2 * PHI * diff) / (
    inv_g + 2 * inv_l - PHI * diff)
b3 = 1 / PHI             # cell radius cubed in units of bubble radius cubed
# unknowns: inner field, shell field, shell dipole, effective 1/density
system = np.array([[1, -1, -1, 0],
                   [inv_g, -inv_l, 2 * inv_l, 0],
                   [0, 1, 1 / b3, 0],
                   [0, inv_l, -2 * inv_l / b3, -1]])
solved = np.linalg.solve(system, np.array([0.0, 0.0, 1.0, 0.0]))
assert abs(solved[3] / inv_eff - 1) < 1e-9
c_slip = np.sqrt(inv_eff / (PHI * K_ISO + (1 - PHI) * K_L))

# Bubble inertia, and rough estimate of gas dissolving within a cycle
c_inertia = wood(PHI, K_ISO / (1 - (F_SOUND / resonance(A_SMALL))**2))
layer_depth = np.sqrt(D_GAS / OMEGA)
c_dissolve = wood(PHI, K_ISO * (1 + 3 * SOLUBILITY * layer_depth / A_SMALL))

# Same gas mass deeper in the tank
p_deep = P0 + RHO_L * const.g * DEPTH
gas_deep = PHI * P0 / p_deep
phi_deep = gas_deep / (gas_deep + 1 - PHI)
c_deep = wood(phi_deep, 1 / p_deep, RHO_G * p_deep / P0)
assert abs(speed_by_compression(PHI, 1.0, p=p_deep) / c_deep - 1) < 1e-4

rho_mix = PHI * RHO_G + (1 - PHI) * RHO_L
k_mix_ad = PHI * K_AD + (1 - PHI) * K_L
k_mix_iso = PHI * K_ISO + (1 - PHI) * K_L


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def shift(label, c):
    show("speed shift, " + label, 100 * (c / c_iso - 1), "%", "+.3f")


show("temperature", T, "K", ".2f")
show("pressure", P0, "Pa", ".0f")
show("air volume fraction", PHI)
show("water density", RHO_L, "kg/m3", ".1f")
show("water sound speed", C_L, "m/s", ".0f")
show("air heat capacity ratio", GAMMA, "", ".2f")
show("air molar mass", MOLAR_MASS, "kg/mol")
show("air density", RHO_G, "kg/m3")
show("air sound speed", C_AIR, "m/s", ".1f")
show("water compressibility", K_L * 1e9, "1/GPa")
show("air compressibility, adiabatic", K_AD * 1e9, "1/GPa", ".1f")
show("air compressibility, isothermal", K_ISO * 1e9, "1/GPa", ".1f")
show("mixture density", rho_mix, "kg/m3", ".2f")
show("mixture compressibility, adiabatic", k_mix_ad * 1e9, "1/GPa", ".2f")
show("mixture compressibility, isothermal", k_mix_iso * 1e9, "1/GPa", ".2f")
show("Wood speed, adiabatic", c_ad, "m/s", ".2f")
show("Wood speed, isothermal", c_iso, "m/s", ".2f")
show("layered-medium speed, adiabatic", c_bloch, "m/s", ".2f")
show("simple formula, adiabatic", simple_ad, "m/s", ".2f")
show("simple formula, isothermal", simple_iso, "m/s", ".2f")
show("water share of mass", 100 * (1 - PHI) * RHO_L / rho_mix, "%", ".4f")
show("air share of compliance, adiabatic", 100 * PHI * K_AD / k_mix_ad,
     "%", ".2f")
show("density ratio mixture/water", rho_mix / RHO_L)
show("compressibility ratio mixture/water, adiabatic", k_mix_ad / K_L)
show("density ratio mixture/air", rho_mix / RHO_G)
show("compressibility ratio air/mixture, adiabatic", K_AD / k_mix_ad)
show("threshold air fraction, adiabatic", 100 * phi_star, "%")
show("air fraction of slowest mixture", 100 * phi_slow, "%", ".2f")
show("slowest speed, adiabatic", wood(phi_slow, K_AD), "m/s", ".2f")
show("sound frequency", F_SOUND, "Hz", ".0f")
show("thermal diffusivity of air", D_HEAT, "m2/s")
for name, a, c in (("small", A_SMALL, c_small), ("large", A_LARGE, c_large)):
    show(name + " bubble radius", a * 1e3, "mm")
    show(name + " bubble omega*a^2/D", OMEGA * a**2 / D_HEAT)
    show(name + " bubble phase speed", c, "m/s", ".2f")
    show(name + " bubble resonance", resonance(a) / 1e3, "kHz")
show("ultrasonic bath frequency", F_BATH / 1e3, "kHz", ".0f")
show("small bubble spacing", A_SMALL * (4 * np.pi / (3 * PHI))**(1 / 3) * 1e3,
     "mm")
show("wavelength, isothermal", c_iso / F_SOUND, "m")
show("surface tension", TENSION, "N/m")
show("vapour pressure", P_VAPOUR, "Pa", ".0f")
show("depth in tank", DEPTH, "m")
shift("surface tension", c_tension)
shift("water vapour", c_vapour)
shift("free slip (upper estimate)", c_slip)
shift("bubble inertia", c_inertia)
shift("gas dissolving (estimate)", c_dissolve)
shift("depth, same gas mass", c_deep)
show("speed at that depth, isothermal", c_deep, "m/s", ".2f")
print("success")
```

It prints:

```
temperature: 293.15 K
pressure: 101325 Pa
air volume fraction: 0.01
water density: 998.0 kg/m3
water sound speed: 1482 m/s
air heat capacity ratio: 1.40
air molar mass: 0.02896 kg/mol
air density: 1.204 kg/m3
air sound speed: 343.3 m/s
water compressibility: 0.4562 1/GPa
air compressibility, adiabatic: 7049.5 1/GPa
air compressibility, isothermal: 9869.2 1/GPa
mixture density: 988.03 kg/m3
mixture compressibility, adiabatic: 70.95 1/GPa
mixture compressibility, isothermal: 99.14 1/GPa
Wood speed, adiabatic: 119.44 m/s
Wood speed, isothermal: 101.04 m/s
layered-medium speed, adiabatic: 119.44 m/s
simple formula, adiabatic: 119.82 m/s
simple formula, isothermal: 101.27 m/s
water share of mass: 99.9988 %
air share of compliance, adiabatic: 99.36 %
density ratio mixture/water: 0.99
compressibility ratio mixture/water, adiabatic: 155.5
density ratio mixture/air: 820.7
compressibility ratio air/mixture, adiabatic: 99.36
threshold air fraction, adiabatic: 0.1143 %
air fraction of slowest mixture: 50.06 %
slowest speed, adiabatic: 23.83 m/s
sound frequency: 100 Hz
thermal diffusivity of air: 2.1e-05 m2/s
small bubble radius: 0.1 mm
small bubble omega*a^2/D: 0.2992
small bubble phase speed: 101.04 m/s
small bubble resonance: 32.87 kHz
large bubble radius: 2 mm
large bubble omega*a^2/D: 119.7
large bubble phase speed: 115.03 m/s
large bubble resonance: 1.643 kHz
ultrasonic bath frequency: 40 kHz
small bubble spacing: 0.7482 mm
wavelength, isothermal: 1.01 m
surface tension: 0.073 N/m
vapour pressure: 2300 Pa
depth in tank: 0.5 m
speed shift, surface tension: +0.477 %
speed shift, water vapour: -1.136 %
speed shift, free slip (upper estimate): +0.990 %
speed shift, bubble inertia: -0.000 %
speed shift, gas dissolving (estimate): -0.053 %
speed shift, depth, same gas mass: +4.758 %
speed at that depth, isothermal: 105.84 m/s
success
```
